# Threshold Shift from Singly Charged Nanocrystals under a Ten-Nanometre Control Oxide

## Problem

An n-channel memory transistor has a layer of silicon nanocrystals inside its gate oxide. Going down from the gate, one meets 10 nm of silicon dioxide (the control oxide), the nanocrystals, 3 nm of silicon dioxide (the tunnel oxide), and p-type silicon with $10^{17}$ acceptors per cm³. There are $n=10^{12}$ nanocrystals per cm², and writing has placed one extra electron on each. The relative permittivities are $\varepsilon_{ox}=3.9$ for the oxide and $\varepsilon_{Si}=11.7$ for silicon, and the temperature is 300 K.

(a) Treat the stored charge as a uniform sheet of zero height. Find the change in threshold voltage, with its sign.

(b) Explain what the tunnel oxide and the doping do to this change.

(c) The nanocrystals are in fact about 5 nm high. Estimate the error made by neglecting the height.

(d) The charge is also grainy. Estimate the ripple it causes at the silicon surface for a square array, and the spread in threshold shift between cells of 100 nm by 100 nm when the nanocrystals are placed at random.

(e) Decide whether single charging is plausible at 300 K, how long the charge stays, and whether the oxide is near breakdown at threshold.

## Solution

### (a) The shift for a charged sheet

Threshold is taken as the gate voltage at which the potential of the silicon surface, relative to the silicon bulk, reaches $\psi_s=2\phi_F$. Here $\phi_F=(kT/e)\ln(N_A/n_i)$, $N_A$ is the acceptor density and $n_i$ the intrinsic carrier density. At this point the surface holds as many electrons per volume as the bulk holds holes. Source and drain are at the bulk potential. The gate voltage $V_G$ is measured from the value that leaves the bands flat in the uncharged device, so the work-function difference between gate and silicon drops out.

Let $t_c$ be the control-oxide thickness and $d$ the tunnel-oxide thickness. Count electric fields as positive when they point from the gate towards the silicon: $E_c$ in the control oxide and $E_t$ in the tunnel oxide. Neither oxide contains charge of its own, so each field is uniform. Adding the potential steps from the silicon surface up to the gate gives

$$V_G=\psi_s+E_t d+E_c t_c .$$

The silicon charge per area, $Q_s$, is negative at threshold. The field is zero deep in the silicon, so Gauss's law for a box reaching from there into the tunnel oxide gives

$$\varepsilon_0\varepsilon_{ox}E_t=-Q_s(\psi_s).$$

In this one-dimensional model $Q_s$ depends on the stored charge only through $\psi_s$. Threshold fixes $\psi_s$, and therefore fixes $Q_s$ and $E_t$. The potential of the nanocrystal plane, $\psi_s+E_td$, is then the same at threshold whether or not the nanocrystals are charged.

Now put a thin box around the nanocrystal plane. The outward flux is $E_t$ through the bottom and $-E_c$ through the top, and the enclosed charge per area is $-en$:

$$\varepsilon_0\varepsilon_{ox}(E_t-E_c)=-en
\quad\Rightarrow\quad
E_c=E_t+\frac{en}{\varepsilon_0\varepsilon_{ox}} .$$

Without stored charge, $E_c=E_t$. Subtracting the two threshold voltages cancels $\psi_s$, $E_td$ and the part $E_tt_c$, which leaves

$$\boxed{\Delta V_T=\frac{en\,t_c}{\varepsilon_0\varepsilon_{ox}}=\frac{en}{C_c}},\qquad C_c=\frac{\varepsilon_0\varepsilon_{ox}}{t_c}.$$

The sign is positive. Stored electrons repel the channel electrons, and the gate must supply extra positive charge to undo this. Stored holes would give a negative shift.

For the numbers, the magnitude of the sheet charge is

$$en=(1.602\times10^{-19}\ \text{C})(10^{12}\ \text{cm}^{-2})=0.1602\ \mu\text{C/cm}^2,$$

and the control-oxide capacitance is

$$C_c=\frac{(8.854\times10^{-14}\ \text{F/cm})(3.9)}{10^{-6}\ \text{cm}}=0.3453\ \mu\text{F/cm}^2 .$$

Hence

$$\Delta V_T=\frac{0.1602}{0.3453}\ \text{V}=+0.464\ \text{V}.$$

Equivalently, the sheet raises the control-oxide field by 0.464 MV/cm. Since 1 MV/cm across 1 nm is 0.1 V, this field across 10 nm gives the same 0.464 V.

The result is linear in the stored charge. A mean of half an electron per nanocrystal would give half the shift. A thin conducting floating gate with the same total charge per area would also give $en/C_c$, because the argument uses only the potential of the charged plane and the jump in field across it.

### (b) Tunnel oxide and doping

Both affect the threshold voltage itself, but both cancel from its change. To see this in the full device, the Poisson equation was solved numerically through both oxides and 300 nm of silicon, with fully ionized acceptors, Boltzmann statistics for electrons and holes, and $n_i=10^{10}$ cm⁻³. The gate voltage was varied until $\psi_s=2\phi_F$.

The threshold is 1.460 V without stored charge and 1.924 V with it, a difference of 0.464 V. In both cases the nanocrystal plane sits at 0.978 V. The control-oxide field is 0.482 MV/cm without charge and 0.946 MV/cm with it. The corresponding sums are

$$0.978+0.482=1.460\ \text{V},\qquad 0.978+0.946=1.924\ \text{V}.$$

The difference remains 0.464 V if the tunnel oxide is made 5 nm thick with the doping held fixed. It also remains 0.464 V if the doping is made five times larger with the tunnel oxide held at 3 nm. Each charged device is compared with its own uncharged version.

The position of the charge does matter. Keep the total oxide thickness $T=t_c+d=13$ nm fixed and move the sheet. Next to the gate, $t_c\to0$ and the shift vanishes: the countercharge sits on the gate at no distance, so no voltage is needed to hold it. Next to the silicon, $t_c\to T$, and the shift reaches its largest value for this stack, $0.0464\ \text{V/nm}\times13\ \text{nm}=0.60$ V.

### (c) The neglected height

Let $t_c$ now run from the gate to the tops of the nanocrystals, and spread the charge evenly through a layer of height $h$ and relative permittivity $\varepsilon_l$. A slice at depth $s$ below the top, of thickness $ds$, carries the charge $-en\,ds/h$ per area. By the argument of part (a), it raises the displacement everywhere between itself and the gate by $en\,ds/h$. The extra voltage is this displacement times the path length divided by permittivity:

$$d(\Delta V_T)=\frac{en}{\varepsilon_0}\,\frac{ds}{h}\left(\frac{t_c}{\varepsilon_{ox}}+\frac{s}{\varepsilon_l}\right).$$

The average of $s$ from 0 to $h$ is $h/2$, so

$$\Delta V_T=\frac{en}{\varepsilon_0}\left(\frac{t_c}{\varepsilon_{ox}}+\frac{h}{2\varepsilon_l}\right).$$

The second term is the correction. Its size depends on what fills the layer:

- For a continuous silicon layer, $\varepsilon_l=11.7$. With $h=5$ nm the correction is 39 mV, or 8% of the sheet result, and the total is 0.50 V.
- For an oxide-like layer, $\varepsilon_l=3.9$. The correction is 116 mV, or 25% of the sheet result, and the total is 0.58 V.

Spheres 5 nm across at this density cover

$$\pi(2.5\ \text{nm})^2(0.01\ \text{nm}^{-2})=19.6\%$$

of the area. Most of the layer is therefore oxide, which suggests that the second figure is the nearer one. A dipole estimate supports this for dielectric spheres. A sphere in a field $E$ acquires the moment $4\pi\varepsilon_0\varepsilon_{ox}R^3\beta E$, with $\beta=(11.7-3.9)/(11.7+2\times3.9)=0.4$ for silicon in oxide. The spheres thus lower the voltage across the layer by $4\pi nR^3\beta E=(0.79\ \text{nm})E$, half of it above their mid-plane, and the correction is about $0.0464\ \text{V/nm}\times(2.5-0.39)\ \text{nm}\approx0.10$ V. For conducting spheres, $\beta=1$, the same estimate gives about 70 mV, close to midway between the two figures.

The correction also depends on where the 10 nm is measured. If it runs from the gate to the middle of the nanocrystals, the oxide-like layer needs no correction, because its mean charge depth is already included. A quoted control-oxide thickness should therefore say where it ends.

### (d) Graininess

**Ripple of a regular array.** On a square array, the spacing is $a=n^{-1/2}=10$ nm, no smaller than the distances to the gate and the silicon, so the smoothness of the charge has to be examined. The charge density of point charges on such an array is a sum of plane waves. Every lateral wave vector $\mathbf G=(2\pi/a)(i,j)$, with integers $i,j$, appears with the same amplitude $\sigma=en$. The term $\mathbf G=0$ is the uniform sheet, and the others make the ripple. The magnitude of the potential is calculated first; the negative charge reverses its sign.

Let $z$ be the height above the silicon surface. In a region without charge, a potential $V(z)e^{i\mathbf G\cdot\mathbf r}$ obeys $V''=G^2V$. Treat the depleted silicon as a dielectric filling $z<0$, and the gate as a conductor, where the ripple vanishes. With $r=\varepsilon_{Si}/\varepsilon_{ox}=3$, the solutions are

$$V=Ae^{Gz}\quad(z<0),$$
$$V=A(\cosh Gz+r\sinh Gz)\quad(0<z<d),$$
$$V=B\sinh G(T-z)\quad(d<z<T).$$

The second line has been chosen so that $V$ and $\varepsilon V'$ are continuous at $z=0$: the oxide slope there is $rGA$, and the silicon slope is $GA$. Continuity at the charged plane requires

$$A(\cosh Gd+r\sinh Gd)=B\sinh Gt_c ,$$

and Gauss's law there requires the slope just below minus the slope just above to equal $\sigma/(\varepsilon_0\varepsilon_{ox})$:

$$G\left[A(\sinh Gd+r\cosh Gd)+B\cosh Gt_c\right]=\frac{\sigma}{\varepsilon_0\varepsilon_{ox}} .$$

Multiply the second equation by $\sinh Gt_c$ and replace $B\sinh Gt_c$ by means of the first. The factor multiplying $GA$ becomes

$$(\sinh Gd+r\cosh Gd)\sinh Gt_c+(\cosh Gd+r\sinh Gd)\cosh Gt_c .$$

The addition formulas turn the terms without $r$ into $\cosh GT$ and those with $r$ into $r\sinh GT$, since $d+t_c=T$. The amplitude at the silicon surface is therefore

$$A(G)=\frac{\sigma\sinh Gt_c}{\varepsilon_0\varepsilon_{ox}G\,[\cosh GT+r\sinh GT]} .$$

As $G\to0$, $\sinh(Gt_c)/G\to t_c$ and the bracket tends to 1, so $A\to\sigma t_c/(\varepsilon_0\varepsilon_{ox})$. This is the shift of part (a), now seen from the silicon: it is the surface potential that the smooth charge would cause if the gate were held fixed and the silicon charge did not respond.

For large $Gt_c$, each hyperbolic function of $Gt_c$ and $GT$ is close to half a growing exponential, and

$$A\approx\frac{\sigma}{\varepsilon_0\varepsilon_{ox}G}\,\frac{e^{-Gd}}{1+r}.$$

The tunnel oxide thus smooths the short waves. The longest waves of the array have $G=2\pi/(10\ \text{nm})=0.628$ nm⁻¹, which gives

$$A\approx\frac{0.0464\ \text{V/nm}}{0.628\ \text{nm}^{-1}}\times\frac{e^{-1.885}}{4}=2.8\ \text{mV}.$$

Four such waves add to 11 mV directly below a nanocrystal. Summing the full formula over all $i,j$ from $-8$ to 8, without the uniform term, gives 17 mV. Since the charge is negative, the surface potential there lies 17 mV below its average. This figure belongs to point charges in the plane of the sheet, 3 nm above the silicon. In a nanocrystal 5 nm high that rests on the tunnel oxide, the charge is centred 2.5 nm higher. The longest waves then shrink by a further factor of about $e^{-0.628\times2.5}=0.21$, and the ripple is only 2 to 3 mV, small beside $kT/e=26$ mV. A random arrangement also contains waves longer than 10 nm, which the oxide damps less, so neither figure should be used for it.

**Random number in a cell.** Suppose $M$ nanocrystals fall independently on a large area, and each has probability $p$ of landing in a given cell. The count in the cell has mean $N=Mp$ and variance $Mp(1-p)$, which tends to $N$ when the cell is a small part of the area. Its standard deviation is then $\sqrt N$. If each cell responds to its average charge, the relative spread of the shift is $\sqrt N/N=1/\sqrt N$. A cell of 100 nm by 100 nm has $N=100$, so the standard deviation is

$$\frac{0.464\ \text{V}}{\sqrt{100}}=46\ \text{mV}.$$

With $n$ fixed, halving the side of the cell divides $N$ by four and doubles this estimate.

The estimate treats each cell as electrically separate. In a continuous stack, neighbouring cells share the fields of charges near their edges. For small $GT$ the bracket in $A(G)$ is about $1+rGT$, so a wave with $1/G=rT=39$ nm is weakened by half if the depleted silicon extends without limit. The depletion layer is in fact only $W\approx104$ nm deep, and its edge already reduces the response to a uniform charge by the factor $1/(1+rT/W)\approx0.73$. Measured against that response, which is the one that sets the threshold, the wave loses about a third. The threshold shift of a 100 nm cell in such a stack still varies by less than 46 mV, and halving the side raises its spread by less than a factor of two. Nanocrystals that keep a distance from one another are not independent, and separate spheres 5 nm across must do so. For hard discs at area fraction $\phi=0.196$ the count variance falls by roughly $(1-\phi)^3/(1+\phi)=0.43$, which lowers the spread of an isolated cell to between 6% and 7%, about 30 mV.

### (e) Charging, retention and breakdown

**A second electron.** Treat a nanocrystal as an isolated conducting sphere of radius $R=2.5$ nm in oxide. Its capacitance is $C=4\pi\varepsilon_0\varepsilon_{ox}R$, and a charge $Q$ costs the energy $Q^2/2C$. The first electron costs $e^2/2C$. The second costs $(4-1)e^2/2C=3e^2/2C$. The difference is

$$\frac{e^2}{C}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_{ox}R}=0.148\ \text{eV}=5.7\,kT .$$

Thermal energy blurs the distinction between one and two electrons only in part. In equilibrium at the most favourable level alignment, and without counting level degeneracy, the empty and the doubly charged state each carry the weight $e^{-5.7/2}\approx0.06$ relative to the singly charged one. About 90% of the nanocrystals then hold one electron, and single charging is plausible. It is not guaranteed: a sufficiently high writing voltage can pay the extra cost. The estimate leaves out neighbouring charges, the response of gate and silicon, and the spacing of the electron levels inside the nanocrystal.

**Loss by tunnelling.** Under a barrier of height $\phi_B$ above the electron's energy, the wave function falls as $e^{-\kappa z}$ with $\kappa=\sqrt{2m\phi_B}/\hbar$, so the probability of crossing the tunnel oxide varies mainly as $e^{-2\kappa d}$. If the electron strikes the barrier $\nu$ times per second and finds empty states beyond it, its lifetime is roughly

$$\tau\approx\frac{e^{2\kappa d}}{\nu}.$$

Take the rough values $\phi_B=3.1$ eV, $m=0.5$ free-electron masses and $\nu=10^{13}$ s⁻¹. Then $\kappa=6.38$ nm⁻¹. For $d=3$ nm the exponent is 38.3 and $\tau\approx4\times10^3$ s, about an hour. For $d=4$ nm, with the other values held fixed, $\tau$ is of order $10^9$ s, that is, decades.

These are orders of magnitude. The exponent varies as $\sqrt m$, so a mass 10% larger adds about 1.9 to it at 3 nm and lengthens the lifetime more than sixfold. The barrier is also tilted by the stored charge itself. At $V_G=0$, the flat-band point of the uncharged device, the Poisson solution gives a drop of 0.090 V across the tunnel oxide. This lowers the mean barrier by 0.045 eV and the exponent by about 0.28, a small change beside the other uncertainties. A larger one is that 3.1 eV is the offset from the silicon band edge. Confinement in a 5 nm sphere raises the electron by about 0.18 eV, which lowers the exponent by a little over 1 and shortens the lifetime about threefold. Defects in the oxide can open faster paths, and traps at the nanocrystal surface can hold the electron far longer; the estimate omits both.

If the electrons leave independently at the rate $1/\tau$, the mean shift decays as $0.464\,e^{-t/\tau}$ V. The value found in part (a) therefore describes the device soon after writing.

**Breakdown.** At threshold the charged device has an average field of 0.946 MV/cm in its control oxide. Close to a nanocrystal the field is higher. An isolated conducting sphere triples a uniform field at its poles, and one electron on the sphere adds $e/(4\pi\varepsilon_0\varepsilon_{ox}R^2)=0.6$ MV/cm. A rough high estimate of the local field is therefore $3\times0.946+0.6=3.4$ MV/cm. Good silicon dioxide withstands roughly 10 MV/cm, so by this estimate reading near threshold stays below breakdown by a factor of about three. Writing needs larger fields and requires a separate calculation.

### The model beside a real device

Silicon-nanocrystal memories have roughly these proportions: particles a few nanometres across, about $10^{12}$ of them per cm², a tunnel oxide of a few nanometres and a thicker control oxide. By the estimate above, which applies to electrons in the conduction states of the nanocrystal and not in traps, a 3 nm tunnel oxide is too thin for storage over years. For a freshly written device, the assumption of zero height moves the mean shift most among the effects sized here, by 8% to 25% in the two layer models. An average occupation other than one electron changes the shift in direct proportion. The random number of particles leaves the mean alone but gives electrically separate cells of 100 nm by 100 nm a spread of about 10% for independent placement, 6% to 7% once the particles cannot overlap, and less where neighbouring cells share their fields. A sensible statement for this device is thus a shift of 0.5 to 0.6 V, of which the zero-height sheet accounts for 0.46 V.
